**Smearing width as a control parameter of a charge-density-wave instability**

The program treats a half-filled chain with hopping $t$, electron–lattice coupling $\alpha$, spring constant $\kappa$ and smearing width $\sigma$. Its force constants are second derivatives of the smeared free energy $F=E-\sigma S$, and the alternating mode becomes stable above $\sigma_c=4t\,e^{C-1-1/\lambda}$, where $\lambda=4\alpha^2/(\pi t\kappa)$ and $C$ is minus the mean of $\ln|y|$ over the smearing function. The program asserts the general second-derivative formula on random matrices, and the chain's force constants against finite differences of diagonalized rings. It also asserts the constants $C$ by quadrature, the sign change at $\sigma_c$, and the equality of the Hellmann–Feynman force with $-dF/du$ rather than $-dE/du$. The critical widths are 0.072 eV for Fermi–Dirac, 0.170 eV for Gaussian and 0.280 eV for first-order Methfessel–Paxton smearing. At a Methfessel–Paxton width of 0.3 eV the undistorted metal's energy is in error by only 0.02 meV per atom, yet the distortion, which gains 1.3 meV per atom at zero temperature, has disappeared. The mesh results show that 22 k-points hide the instability at a very small width, while 20 points exaggerate it.

## Check in Python

```python
"""
Result under test: force constants computed with smeared occupations are second
derivatives of the smeared free energy F = E - width*S.  In a half-filled chain
the width therefore acts like an electronic temperature and removes the
period-doubling (charge-density-wave) instability above a critical width
    width_c = 4 t exp(C - 1 - 1/lam),   lam = 4 alpha^2/(pi t kappa),
where C = -integral ln|y| delta(y) dy depends on the smearing scheme.
Symbols: t hopping (eV), alpha its change with bond length (eV/A), kappa spring
constant (eV/A^2), u alternating displacement (A), y = (level - mu)/width,
delta(y) = -df/dy, FD Fermi-Dirac, G Gaussian, MP1 first-order Methfessel-Paxton.
All chain energies and force constants are per atom; levels hold two spins.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import entr, erfc, expit

t, alpha, kappa, mass_u = 1.0, 1.0, 4.0, 50.0
schemes = ("FD", "G", "MP1")
root_pi = np.sqrt(np.pi)
lam = 4 * alpha**2 / (np.pi * t * kappa)
log_slope = 4 * kappa * lam


def occupation(y, scheme):
    if scheme == "FD":
        return expit(-y)
    f = 0.5 * erfc(y)
    if scheme == "MP1":
        f = f - y * np.exp(-y**2) / (2 * root_pi)
    return f


def delta(y, scheme):
    if scheme == "FD":
        return expit(y) * expit(-y)
    gauss = np.exp(-y**2) / root_pi
    return gauss if scheme == "G" else gauss * (1.5 - y**2)


def entropy(y, scheme):
    if scheme == "FD":
        return entr(expit(y)) + entr(expit(-y))
    gauss = np.exp(-y**2) / root_pi
    return gauss / 2 if scheme == "G" else gauss * (1 - 2 * y**2) / 4


def smeared_energies(levels, electrons, width, scheme):
    """Free energy F, energy E and occupations at fixed electron number."""
    def excess(mu):
        return 2 * occupation((levels - mu) / width, scheme).sum() - electrons
    mu = brentq(excess, levels.min() - 40 * width, levels.max() + 40 * width,
                xtol=1e-14, rtol=1e-14)
    y = (levels - mu) / width
    f = occupation(y, scheme)
    energy = 2 * np.sum(f * levels)
    return energy - 2 * width * entropy(y, scheme).sum(), energy, f, mu


def second_difference(v, step):
    return (-v[0] + 16 * v[1] - 30 * v[2] + 16 * v[3] - v[4]) / (12 * step**2)


def first_difference(v, step):
    return (v[0] - 8 * v[1] + 8 * v[3] - v[4]) / (12 * step)


# Entropy functions against their defining integral.
for scheme in schemes:
    for y in (-1.3, 0.4, 1.7):
        value = -quad(lambda x: x * delta(x, scheme), -40, y,
                      points=[-5, 0] if y > 0 else [-5], limit=200)[0]
        assert abs(value - entropy(y, scheme)) < 1e-8

# General second derivative at fixed electron number, on random matrices.
rng = np.random.default_rng(4)
h0, h1, h2 = [0.25 * (r + r.T) for r in rng.normal(size=(3, 8, 8))]
for scheme in schemes:
    width, electrons, step = 0.8, 6, 2e-3
    values = [smeared_energies(np.linalg.eigvalsh(h0 + x*h1 + x*x*h2/2),
                               electrons, width, scheme)[0]
              for x in step * np.arange(-2, 3)]
    levels, vectors = np.linalg.eigh(h0)
    _, _, f, mu = smeared_energies(levels, electrons, width, scheme)
    slope = -delta((levels - mu) / width, scheme) / width
    v1, v2 = vectors.T @ h1 @ vectors, vectors.T @ h2 @ vectors
    gaps = levels[:, None] - levels[None, :] + np.eye(8)
    ratio = (f[:, None] - f[None, :]) / gaps + np.diag(slope)
    formula = 2 * (f @ np.diag(v2) + np.sum(ratio * v1**2)
                   - (slope @ np.diag(v1))**2 / slope.sum())
    assert abs(second_difference(values, step) - formula) < 1e-5


def ring_matrix(u):
    n = len(u)
    hop = t - alpha * (np.roll(u, -1) - u)
    matrix = np.zeros((n, n))
    i = np.arange(n)
    matrix[i, (i + 1) % n] = -hop
    matrix[(i + 1) % n, i] = -hop
    return matrix


def ring_scan(pattern, centre, step):
    """Levels and elastic energy of a real-space ring at five amplitudes."""
    scan = []
    for x in centre + step * np.arange(-2, 3):
        u = x * pattern
        elastic = 0.5 * kappa * np.sum((np.roll(u, -1) - u)**2)
        scan.append((np.linalg.eigvalsh(ring_matrix(u)), elastic))
    return scan


def ring_values(scan, width, scheme):
    n = len(scan[0][0])
    pairs = [(np.array(smeared_energies(lev, n, width, scheme)[:2]) + el) / n
             for lev, el in scan]
    return np.array(pairs).T


def soft_force_constant(width, scheme):
    """Derived integral for the q = pi mode of the infinite chain."""
    def integrand(p):
        h = 1 - 2 * occupation(2 * t * np.sin(p) / width, scheme)
        return np.cos(p)**2 * h / np.sin(p)
    cut = min(3 * width / t, 1.0)
    total = (quad(integrand, 0, cut, limit=200)[0]
             + quad(integrand, cut, np.pi / 2, limit=200)[0])
    return 4 * kappa - 16 * alpha**2 / (np.pi * t) * total


def mesh_force_constant(q, width, scheme, points):
    """Linear-response force constant on a finite k mesh."""
    k = 2 * np.pi * np.arange(points) / points
    e1, e2 = -2 * t * np.cos(k), -2 * t * np.cos(k + q)
    close = np.abs(e1 - e2) < 1e-8
    gap = np.where(close, 1.0, e1 - e2)
    f1, f2 = occupation(e1 / width, scheme), occupation(e2 / width, scheme)
    ratio = np.where(close, -delta(e1 / width, scheme) / width, (f1 - f2) / gap)
    coupling = 4 * alpha**2 * (np.sin(k + q) - np.sin(k))**2
    return 4 * kappa * np.sin(q / 2)**2 + 2 * np.mean(ratio * coupling)


theta = (np.arange(4000) + 0.5) * np.pi / 8000


def chain_free_energy(u, width, scheme):
    """Free energy per atom from the derived bands; mu = 0 by symmetry."""
    band = np.sqrt((2*t*np.cos(theta))**2 + (4*alpha*u*np.sin(theta))**2)
    total = 2 * kappa * u**2
    for level in (band, -band):
        y = level / width
        total += np.mean(occupation(y, scheme) * level
                         - width * entropy(y, scheme))
    return total


def relaxed_u(width, scheme):
    return minimize_scalar(lambda u: chain_free_energy(u, width, scheme),
                           bounds=(0, 0.1), method="bounded",
                           options={"xatol": 1e-8}).x


def frequency_thz(force_constant):
    si = force_constant * const.e / const.angstrom**2
    omega = np.sqrt(abs(si) / (mass_u * const.atomic_mass))
    return np.sign(si) * omega / (2 * np.pi * 1e12)


# Logarithmic constants: quadrature against closed forms.
gamma = np.euler_gamma
log_const = {"FD": gamma + np.log(2 / np.pi), "G": gamma / 2 + np.log(2),
             "MP1": gamma / 2 + np.log(2) + 0.5}
for scheme in schemes:
    def log_weight(y):
        return -2 * np.log(y) * delta(y, scheme)
    value = quad(log_weight, 0, 1)[0] + quad(log_weight, 1, 60, limit=200)[0]
    assert abs(value - log_const[scheme]) < 1e-7
    grid = np.linspace(0.02, 8, 800)
    assert np.all(np.diff((1 - 2 * occupation(grid, scheme)) / grid) < 0)

# Critical widths and real-space finite differences on both sides of them.
atoms, step = 400, 2e-3
alternating = (-1.0)**np.arange(atoms)
scan_zero = ring_scan(alternating, 0.0, step)
critical, critical_formula = {}, {}
for scheme in schemes:
    critical[scheme] = brentq(lambda w: soft_force_constant(w, scheme), 0.02, 0.8)
    critical_formula[scheme] = 4 * t * np.exp(log_const[scheme] - 1 - 1 / lam)
    assert abs(critical[scheme] / critical_formula[scheme] - 1) < 3e-3
    for factor in (0.8, 1.2):
        width = factor * critical[scheme]
        numeric = second_difference(ring_values(scan_zero, width, scheme)[0], step)
        assert abs(numeric - soft_force_constant(width, scheme)) < 1e-3
        assert (numeric > 0) == (factor > 1)
        assert abs(numeric - log_slope * np.log(factor)) < 0.03

print("MODEL INPUT")
print(f"hopping t = {t:.1f} eV, alpha = {alpha:.1f} eV/A")
print(f"spring kappa = {kappa:.1f} eV/A^2, mass = {mass_u:.0f} u")
print(f"coupling lam = {lam:.4f}, 4*kappa*lam = {log_slope:.4f} eV/A^2")
print(f"bare force constant = {4*kappa:.1f} eV/A^2,"
      f" frequency = {frequency_thz(4*kappa):.3f} THz")
print("CRITICAL WIDTHS (integral | small-width formula | C | kT/width)")
for scheme in schemes:
    print(f"{scheme:3s}: {critical[scheme]:.4f} eV | {critical_formula[scheme]:.4f} eV"
          f" | {log_const[scheme]:.4f} |"
          f" {np.exp(log_const['FD'] - log_const[scheme]):.4f}")
print(f"FD critical temperature = {critical['FD']*const.e/const.k:.0f} K")

# Relaxed distortion and soft mode at several widths.
room = const.k * 300 / const.e
print("WIDTH TABLE (force constant | frequency, minus = imaginary | relaxed u)")
for scheme, width in (("FD", room), ("FD", 0.1), ("G", 0.1), ("G", 0.2),
                      ("MP1", 0.1), ("MP1", 0.2), ("MP1", 0.3)):
    force = soft_force_constant(width, scheme)
    u_min = relaxed_u(width, scheme)
    assert (u_min > 5e-3) if force < 0 else (u_min < 1e-3)
    print(f"{scheme:3s} {width:.4f} eV: {force:7.3f} eV/A^2 |"
          f" {frequency_thz(force):7.3f} THz | {u_min:.4f} A")

# Zero-temperature distortion, and the misleading total-energy test.
u_zero = relaxed_u(1e-3, "FD")
u_formula = 2 * t / alpha * np.exp(-1 - 1 / lam)
assert abs(u_zero / u_formula - 1) < 0.03
exact_metal = -4 * t / np.pi
gain = chain_free_energy(u_zero, 1e-3, "FD") - exact_metal
error = {s: chain_free_energy(0, 0.3, s) - exact_metal for s in ("G", "MP1")}
smeared_cost = (chain_free_energy(u_zero, 0.3, "MP1")
                - chain_free_energy(0, 0.3, "MP1"))
assert gain < 0 < smeared_cost
assert abs(error["MP1"]) < 0.1 * abs(gain)
assert abs(error["G"] + 0.3**2 / (4 * np.pi * t)) < 2e-4
print("ZERO-TEMPERATURE REFERENCE (FD width 0.001 eV)")
print(f"relaxed u = {u_zero:.4f} A, small-gap formula = {u_formula:.4f} A")
print(f"energy of distortion = {1e3*gain:.3f} meV/atom")
print(f"undistorted metal, F error at G 0.3 eV = {1e3*error['G']:.3f} meV/atom")
print(f"undistorted metal, F error at MP1 0.3 eV = {1e3*error['MP1']:.4f} meV/atom")
print(f"same distortion at MP1 0.3 eV costs {1e3*smeared_cost:.3f} meV/atom")

# Which energy belongs to the forces and force constants?
width, scheme, u_test = 0.2, "G", 0.02
free, energy = ring_values(scan_zero, width, scheme)
curve_f, curve_e = second_difference(free, step), second_difference(energy, step)
curve_mean = (curve_f + curve_e) / 2
assert curve_f > 0 > curve_mean > curve_e
assert abs(curve_f - curve_e - log_slope) < 0.03
scan_test = ring_scan(alternating, u_test, step)
free, energy = ring_values(scan_test, width, scheme)
assert abs(free[2] - chain_free_energy(u_test, width, scheme)) < 1e-8
levels, vectors = np.linalg.eigh(ring_matrix(u_test * alternating))
f = smeared_energies(levels, atoms, width, scheme)[2]
derivative = ring_matrix(alternating) - ring_matrix(0 * alternating)
expectation = np.sum(vectors * (derivative @ vectors), axis=0)
force_hf = -(2 * f @ expectation / atoms + 4 * kappa * u_test)
force_f, force_e = -first_difference(free, step), -first_difference(energy, step)
assert abs(force_hf - force_f) < 1e-6
assert abs(force_hf - force_e) > 0.01
print("WHICH ENERGY? (G, width 0.2 eV)")
print(f"curvature of F = {curve_f:.3f} eV/A^2")
print(f"curvature of E = {curve_e:.3f} eV/A^2")
print(f"curvature of (E+F)/2 = {curve_mean:.3f} eV/A^2")
print(f"at u = {u_test:.2f} A: Hellmann-Feynman force = {force_hf:.5f} eV/A")
print(f"-dF/du = {force_f:.5f} eV/A, -dE/du = {force_e:.5f} eV/A")

# The width acts mainly on the mode that joins the Fermi points.
quarter = np.sqrt(2) * np.cos(np.pi * np.arange(atoms) / 2)
scan_quarter = ring_scan(quarter, 0.0, step)
print("WAVEVECTOR DEPENDENCE (G, width 0.1 eV -> 0.3 eV)")
shifts = []
for label, q in (("pi/2", np.pi / 2), ("pi", np.pi)):
    pair = [mesh_force_constant(q, w, "G", 4000) for w in (0.1, 0.3)]
    scan = scan_quarter if label == "pi/2" else scan_zero
    for w, value in zip((0.1, 0.3), pair):
        numeric = second_difference(ring_values(scan, w, "G")[0], step)
        assert abs(numeric - value) < 1e-3
    shifts.append(abs(pair[1] - pair[0]))
    print(f"q = {label}: {pair[0]:.4f} -> {pair[1]:.4f} eV/A^2")
assert shifts[0] < 0.05 * shifts[1]

# A narrow width on a coarse mesh is not a cure.
narrow = 0.005
missed = mesh_force_constant(np.pi, narrow, "FD", 22)
hit = mesh_force_constant(np.pi, narrow, "FD", 20)
dense = mesh_force_constant(np.pi, narrow, "FD", 8000)
small_scan = ring_scan((-1.0)**np.arange(22), 0.0, step)
numeric = second_difference(ring_values(small_scan, narrow, "FD")[0], step)
assert abs(numeric - missed) < 1e-3
assert abs(dense - soft_force_constant(narrow, "FD")) < 1e-3
assert missed > 0 > dense > hit
mesh_rule = log_slope * np.log(2 * t / 22 / critical_formula["FD"])
assert abs(missed - mesh_rule) < 0.05
print("MESH CHECK (FD, width 0.005 eV, q = pi)")
print(f"22 k-points, Fermi points missed: {missed:.3f} eV/A^2")
print(f"  spacing rule kT = 2t/22 = {2*t/22:.4f} eV gives {mesh_rule:.3f} eV/A^2")
print(f"20 k-points, Fermi points hit: {hit:.3f} eV/A^2")
print(f"8000 k-points: {dense:.3f} eV/A^2")

print("no test failed")
```

Running it gives:

```
MODEL INPUT
hopping t = 1.0 eV, alpha = 1.0 eV/A
spring kappa = 4.0 eV/A^2, mass = 50 u
coupling lam = 0.3183, 4*kappa*lam = 5.0930 eV/A^2
bare force constant = 16.0 eV/A^2, frequency = 8.844 THz
CRITICAL WIDTHS (integral | small-width formula | C | kT/width)
FD : 0.0722 eV | 0.0721 eV | 0.1256 | 1.0000
G  : 0.1699 eV | 0.1697 eV | 0.9818 | 0.4248
MP1: 0.2798 eV | 0.2798 eV | 1.4818 | 0.2577
FD critical temperature = 838 K
WIDTH TABLE (force constant | frequency, minus = imaginary | relaxed u)
FD  0.0259 eV:  -5.225 eV/A^2 |  -5.053 THz | 0.0318 A
FD  0.1000 eV:   1.655 eV/A^2 |   2.844 THz | 0.0000 A
G   0.1000 eV:  -2.696 eV/A^2 |  -3.630 THz | 0.0304 A
G   0.2000 eV:   0.829 eV/A^2 |   2.013 THz | 0.0000 A
MP1 0.1000 eV:  -5.241 eV/A^2 |  -5.061 THz | 0.0337 A
MP1 0.2000 eV:  -1.711 eV/A^2 |  -2.892 THz | 0.0315 A
MP1 0.3000 eV:   0.354 eV/A^2 |   1.316 THz | 0.0000 A
ZERO-TEMPERATURE REFERENCE (FD width 0.001 eV)
relaxed u = 0.0321 A, small-gap formula = 0.0318 A
energy of distortion = -1.299 meV/atom
undistorted metal, F error at G 0.3 eV = -7.182 meV/atom
undistorted metal, F error at MP1 0.3 eV = 0.0209 meV/atom
same distortion at MP1 0.3 eV costs 0.401 meV/atom
WHICH ENERGY? (G, width 0.2 eV)
curvature of F = 0.829 eV/A^2
curvature of E = -4.251 eV/A^2
curvature of (E+F)/2 = -1.711 eV/A^2
at u = 0.02 A: Hellmann-Feynman force = -0.02413 eV/A
-dF/du = -0.02413 eV/A, -dE/du = 0.06252 eV/A
WAVEVECTOR DEPENDENCE (G, width 0.1 eV -> 0.3 eV)
q = pi/2: 7.3676 -> 7.3280 eV/A^2
q = pi: -2.6960 -> 2.8864 eV/A^2
MESH CHECK (FD, width 0.005 eV, q = pi)
22 k-points, Fermi points missed: 1.195 eV/A^2
  spacing rule kT = 2t/22 = 0.0909 eV gives 1.180 eV/A^2
20 k-points, Fermi points hit: -151.309 eV/A^2
8000 k-points: -13.591 eV/A^2
no test failed
```
